**Zero modes and the reversed sublattice rule in a square Hückel ring**

The program tests transmission T through a four-site ring with hopping strength t and one-site contacts of widths GL and GR. At band centre, E = 0, adjacent contacts give T = 0 and opposite contacts give T = 4·GL·GR/(GL+GR)², which is 1 for equal widths. It asserts both results by matching waves in explicit semi-infinite chains, and it compares closed-form Green functions with numerical matrix inversion at several energies. Two further tests address the cause: deleting the zero modes from the spectral sum, or alternating the bonds by d, restores the usual rule at E = 0. A six-site ring without zero modes serves as a control and obeys the usual rule. The output lists T near band centre, the half-width of the opposite-contact resonance, and the dip that bond alternation opens in it. For small d this dip narrows as 2d²/G, where G is the common contact width.

## Program and output

```python
"""Square Hueckel ring (cyclobutadiene model) between two one-site contacts.

Result under test: at band centre (E = 0) adjacent contacts transmit nothing,
opposite contacts transmit 4*GL*GR/(GL+GR)^2, i.e. 1 for equal contacts.
This reverses the usual sublattice rule because the ring has zero modes.

Symbols: t hopping strength (matrix element -t), GL and GR contact widths,
E energy from band centre, T transmission. Energies are in hartree.
Sites are counted from 0 in the code and from 1 in the printed output.
"""
import numpy as np
from scipy.constants import e, h
from scipy.optimize import brentq


def ring(hops):
    n = len(hops)
    H = np.zeros((n, n))
    for i, hop in enumerate(hops):
        j = (i + 1) % n
        H[i, j] = H[j, i] = -hop
    return H


def contact_sigma(n, right, GL, GR):
    sigma = np.zeros((n, n), complex)
    sigma[0, 0] = -0.5j * GL
    sigma[right, right] = -0.5j * GR
    return sigma


def green(H, E, right, GL, GR):
    n = len(H)
    return np.linalg.inv(E * np.eye(n) - H - contact_sigma(n, right, GL, GR))


def trans(H, E, right, GL, GR):
    return GL * GR * abs(green(H, E, right, GL, GR)[0, right])**2


def match_waves(H, right, GL, GR, lead_hop=0.2):
    """Scattering state at E = 0 with explicit semi-infinite chains.

    Unknowns: site amplitudes, reflection r, transmission s.
    Least squares also handles a bound state that no contact touches.
    """
    n = len(H)
    vL, vR = np.sqrt(GL * lead_hop / 2), np.sqrt(GR * lead_hop / 2)
    phase = 1j                       # exp(ik) at the centre of the lead band
    M = np.zeros((n + 2, n + 2), complex)
    b = np.zeros(n + 2, complex)
    M[:n, :n] = -H
    M[0, n] = vL                     # site 0 feels the lead end, 1 + r
    b[0] = -vL
    M[right, n + 1] = vR             # the right site feels the lead end, s
    M[n, 0], M[n, n], b[n] = vL, -lead_hop / phase, lead_hop * phase
    M[n + 1, right], M[n + 1, n + 1] = vR, -lead_hop / phase
    x, _, rank, _ = np.linalg.lstsq(M, b, rcond=1e-11)
    assert np.linalg.norm(M @ x - b) < 1e-11
    R, T = abs(x[n])**2, abs(x[n + 1])**2
    assert abs(R + T - 1) < 1e-9     # current conservation
    return T, n + 2 - rank


t, G, G_weak = 0.1, 0.02, 0.005
H = ring([t] * 4)
levels, modes = np.linalg.eigh(H)
assert np.allclose(levels, [-2*t, 0, 0, 2*t], atol=1e-13)
zA = np.array([1, 0, -1, 0]) / np.sqrt(2)
zB = np.array([0, 1, 0, -1]) / np.sqrt(2)
assert np.allclose(H @ zA, 0) and np.allclose(H @ zB, 0)
print(f"hopping t = {t:.3f} hartree, equal widths G = {G:.3f} hartree")
print("ring levels (hartree):", " ".join(f"{x + 0.0:.3f}" for x in
                                         np.round(levels, 10) + 0.0))

# Band centre: wave matching against the derived results.
T_adj, free_adj = match_waves(H, 1, G, G)
T_opp, free_opp = match_waves(H, 2, G, G)
T_uneq, _ = match_waves(H, 2, G, G_weak)
assert T_adj < 1e-20 and abs(T_opp - 1) < 1e-10
assert abs(T_uneq - 4*G*G_weak/(G + G_weak)**2) < 1e-10
assert match_waves(H, 1, G, G_weak)[0] < 1e-20
assert (free_adj, free_opp) == (0, 1)
det0 = np.linalg.det(-H - contact_sigma(4, 1, G, G_weak))
assert abs(det0 / (G*G_weak*t**2/4) - 1) < 1e-10
print(f"E=0, adjacent 1-2, equal widths: T = {T_adj:.6f}")
print(f"E=0, opposite 1-3, equal widths: T = {T_opp:.6f}")
print(f"E=0, opposite, GR = {G_weak:.3f} hartree: T = {T_uneq:.6f}")
print(f"uncoupled zero modes: adjacent {free_adj}, opposite {free_opp}")
print(f"conductance, opposite (both spins) = {2*e**2/h*T_opp*1e6:.3f} microsiemens")


# Closed forms at all energies against matrix inversion.
def G12(E, GL, GR):
    S, P = GL + GR, GL * GR
    return -t*E**2 / (E**2*(E**2 - 4*t**2) + 0.5j*S*E*(E**2 - 2*t**2)
                      - P*(E**2 - t**2)/4)


def G13(E, GL, GR):
    S, P = GL + GR, GL * GR
    return 2*t**2 / (E*(E**2 - 4*t**2) + 0.5j*S*(E**2 - 2*t**2) - P*E/4)


for E in (-0.23, -0.07, 0.003, 0.04, 0.11, 0.2):
    for GR in (G, G_weak):
        a = green(H, E, 1, G, GR)[0, 1]
        o = green(H, E, 2, G, GR)[0, 2]
        assert abs(a - G12(E, G, GR)) < 1e-9 * abs(a)
        assert abs(o - G13(E, G, GR)) < 1e-9 * abs(o)
assert abs(G13(0.0, G, G_weak) - 2j/(G + G_weak)) < 1e-10

print("E (hartree) | T adjacent | 16E^4/(t^2 G^2) | T opposite | Lorentzian")
for E in (0.0001, 0.001, 0.005, 0.01):
    Ta, To = trans(H, E, 1, G, G), trans(H, E, 2, G, G)
    quartic, lorentz = 16*E**4/(t*G)**2, G**2/(G**2 + 4*E**2)
    if E < 0.0002:                   # next correction is of order (E/G)^2
        assert abs(Ta/quartic - 1) < 2e-3
    assert abs(To/lorentz - 1) < 0.01   # outer levels add order (G/t)^2
    print(f"{E:.4f} | {Ta:.4e} | {quartic:.4e} | {To:.6f} | {lorentz:.6f}")
half = brentq(lambda E: trans(H, E, 2, G, G) - 0.5, 1e-4, 0.03)
assert abs(half/(G/2) - 1) < 0.01
print(f"opposite: T = 1/2 at E = {half:.6f} hartree; G/2 = {G/2:.6f} hartree")

# Cause, first test: delete the zero modes from the bare spectral sum.
keep = abs(levels) > 1e-9
g = -(modes[:, keep] / levels[keep]) @ modes[:, keep].T
assert abs(g[0, 0]) < 1e-12 and abs(g[0, 2]) < 1e-12
assert abs(g[0, 1] - 1/(4*t)) < 1e-10
cut = []
for right in (1, 2):
    full = np.linalg.solve(np.eye(4) - g @ contact_sigma(4, right, G, G), g)
    cut.append(G**2 * abs(full[0, right])**2)
x = G**2/(64*t**2)
assert abs(cut[0] - 4*x/(1 + x)**2) < 1e-12 and cut[1] < 1e-20
print(f"zero modes deleted, E=0: x = {x:.4e}")
print(f"zero modes deleted, E=0: T adjacent = {cut[0]:.6f}, opposite = {cut[1]:.6f}")

# Cause, second test: bond alternation makes the Hamiltonian invertible.
print("alternating bonds t1 = t+d/2, t2 = t-d/2 (hartree), contacts 1-2 on t1")
print("d | T adj(0) | T opp(0) | opp: E at T=1/2 | formula | 2d^2/G")
for d in (0.01, 0.001, 0.0001):
    t1, t2 = t + d/2, t - d/2
    Hd = ring([t1, t2, t1, t2])
    Ta, To = match_waves(Hd, 1, G, G)[0], match_waves(Hd, 2, G, G)[0]
    x = G**2*(t1/(t1**2 - t2**2))**2/4
    assert abs(Ta - 4*x/(1 + x)**2) < 1e-8 and To < 1e-12
    edge = -G/4 + np.sqrt(G**2/16 + d**2)
    found = brentq(lambda E: trans(Hd, E, 2, G, G) - 0.5,
                   edge/50, d, xtol=1e-14)
    assert abs(found/edge - 1) < 0.02   # the even channel is neglected
    print(f"{d:.4f} | {Ta:.6f} | {To:.6f} | {found:.4e} | {edge:.4e} | {2*d*d/G:.4e}")

# Control: six-site ring without zero modes obeys the usual rule.
H6 = ring([t] * 6)
assert min(abs(np.linalg.eigvalsh(H6))) > 0.5*t
T6 = [match_waves(H6, right, G, G)[0] for right in (1, 2, 3)]
assert T6[1] < 1e-20 and min(T6[0], T6[2]) > 1e-4
print("six-site ring, E=0: T(1-2), T(1-3), T(1-4) =",
      ", ".join(f"{v:.6f}" for v in T6))
print("OK")
```

Output:

```
hopping t = 0.100 hartree, equal widths G = 0.020 hartree
ring levels (hartree): -0.200 0.000 0.000 0.200
E=0, adjacent 1-2, equal widths: T = 0.000000
E=0, opposite 1-3, equal widths: T = 1.000000
E=0, opposite, GR = 0.005 hartree: T = 0.640000
uncoupled zero modes: adjacent 0, opposite 1
conductance, opposite (both spins) = 77.481 microsiemens
E (hartree) | T adjacent | 16E^4/(t^2 G^2) | T opposite | Lorentzian
0.0001 | 3.9968e-10 | 4.0000e-10 | 0.999901 | 0.999900
0.0010 | 3.6989e-06 | 4.0000e-06 | 0.990148 | 0.990099
0.0050 | 6.2656e-04 | 2.5000e-03 | 0.801000 | 0.800000
0.0100 | 1.6103e-03 | 4.0000e-02 | 0.502506 | 0.500000
opposite: T = 1/2 at E = 0.010051 hartree; G/2 = 0.010000 hartree
zero modes deleted, E=0: x = 6.2500e-04
zero modes deleted, E=0: T adjacent = 0.002497, opposite = 0.000000
alternating bonds t1 = t+d/2, t2 = t-d/2 (hartree), contacts 1-2 on t1
d | T adj(0) | T opp(0) | opp: E at T=1/2 | formula | 2d^2/G
0.0100 | 0.677536 | 0.000000 | 6.1889e-03 | 6.1803e-03 | 1.0000e-02
0.0010 | 0.146573 | 0.000000 | 9.9024e-05 | 9.9020e-05 | 1.0000e-04
0.0001 | 0.001597 | 0.000000 | 9.9990e-07 | 9.9990e-07 | 1.0000e-06
six-site ring, E=0: T(1-2), T(1-3), T(1-4) = 0.009950, 0.000000, 0.009950
OK
```
